# The Width of Miller's Tanh Branch from Coercive Field and Remanence

## First half: the width parameter and its meaning

A ferroelectric sample is driven by a field $E$ along its polar axis. The field is swept slowly between large negative and large positive values, and the polarization $P$ traces a loop. Miller's description of the branch followed while the field rises is

$$
P_{\rm up}(E)=P_s\tanh\!\left(\frac{E-E_c}{2\delta}\right),\qquad E_c>0,\quad \delta>0 .
$$

Here $E_c$ is the coercive field, $P_s$ is the saturation polarization, and $\delta$ is a width with the dimension of a field. The hyperbolic tangent is an assumed shape, chosen because it is smooth and levels off on both sides. It is not derived from a microscopic theory.

Four conventions are used. First, $P$ is the switching polarization alone, with any part linear in the field removed. Second, $P_s$ is the value that the branch approaches at very large field, not the value at the largest field applied. Third, the loop is symmetric, so the branch followed while the field falls is

$$
P_{\rm down}(E)=-P_{\rm up}(-E)=P_s\tanh\!\left(\frac{E+E_c}{2\delta}\right).
$$

Fourth, the remanent polarization $P_r$ is a positive magnitude. The falling branch has $P=+P_r$ at zero field, and the rising branch has $P=-P_r$ there.

Gaussian units are used. In them $E$ and $P$ have the same dimension, so a slope $dP/dE$ is a pure number. Fields are given in statV/cm and polarizations in statC/cm$^2$.

### (a) The width from the measured quantities

*Suppose that $E_c$, $P_r$ and $P_s$ have been read from a saturated loop. Which of these data fix $\delta$, and what is its value? Is the answer unique?*

**Solution.** Try the coercive field first. Setting $E=E_c$ in the rising branch gives $P_{\rm up}(E_c)=P_s\tanh 0=0$ whatever the value of $\delta$. The coercive field places the centre of the branch and says nothing about its width, so a second point is needed.

That point is the remanent one. At $E=0$ the rising branch has $P=-P_r$, and since the hyperbolic tangent is odd,

$$
-P_r=P_s\tanh\!\left(-\frac{E_c}{2\delta}\right)=-P_s\tanh\!\left(\frac{E_c}{2\delta}\right).
$$

The two minus signs cancel. With the ratio $r=P_r/P_s$ the condition becomes

$$
\tanh\!\left(\frac{E_c}{2\delta}\right)=r .
$$

To solve it, write the hyperbolic tangent in exponentials,

$$
\tanh x=\frac{e^{x}-e^{-x}}{e^{x}+e^{-x}}=\frac{e^{2x}-1}{e^{2x}+1},
$$

where the last form follows on multiplying numerator and denominator by $e^{x}$. For $x=E_c/(2\delta)$ the exponent $2x$ is $E_c/\delta$, so the factor 2 in Miller's form disappears here. Put $y=e^{E_c/\delta}$. Then

$$
\frac{y-1}{y+1}=r\;\Rightarrow\; y-1=ry+r\;\Rightarrow\; y(1-r)=1+r\;\Rightarrow\; y=\frac{1+r}{1-r}.
$$

Taking the logarithm gives $E_c/\delta=\ln y$, and therefore

$$
\boxed{\;\delta=\frac{E_c}{\ln\dfrac{1+r}{1-r}}=\frac{E_c}{2\,\mathrm{artanh}\,r},\qquad r=\frac{P_r}{P_s}\;}
$$

The second form uses $\mathrm{artanh}\,r=\tfrac12\ln[(1+r)/(1-r)]$.

The solution is unique. As $\delta$ rises from zero to infinity, $E_c/(2\delta)$ falls steadily from infinity to zero, and $\tanh(E_c/2\delta)$ falls steadily from 1 to 0. Each value $0<r<1$ is therefore met once. Outside this range no finite positive width exists. In particular, data with $P_r\ge P_s$ cannot be described by this branch.

The falling branch adds no further condition. At $E=0$ it gives $P_s\tanh(E_c/2\delta)=+P_r$, which is the same equation.

If the branch is written instead as $P_s\tanh[(E-E_c)/w]$, then $w=2\delta=E_c/\mathrm{artanh}\,r$. A value of the width has a meaning only together with the form in which it is used.

Symmetry matters as well. If an internal bias shifts the whole loop along the field axis, the polarization at zero applied field is no longer the $P_r$ of the formula. The field must first be measured from the centre of the loop.

### (b) A numerical case

*Take the round model parameters $E_c=200$ statV/cm, $P_s=60000$ statC/cm$^2$ and $P_r=48000$ statC/cm$^2$. Find $\delta$.*

**Solution.** The ratio is $r=48000/60000=0.8$. Hence

$$
\frac{1+r}{1-r}=\frac{1.8}{0.2}=9,\qquad \ln 9=2.1972,
$$

$$
\delta=\frac{200}{2.1972}=91.02\ \text{statV/cm}.
$$

One statvolt is about 300 V, so this is 27.3 kV/cm. Putting the result back, $e^{E_c/\delta}=9$ and $\tanh(E_c/2\delta)=(9-1)/(9+1)=0.8$, as required.

The width is a little less than half the coercive field. Since $\delta/E_c=1/\ln[(1+r)/(1-r)]$ depends on $r$ alone, the same proportion holds for every loop with $r=0.8$, whatever its coercive field.

### (c) Limits and sensitivity

*How does $\delta$ behave for a very slim loop, $r\to0$, and for a nearly rectangular one, $r\to1$? How do errors in the data pass into $\delta$?*

**Solution.** Let $L(r)=\ln(1+r)-\ln(1-r)$, so that $\delta=E_c/L$. For small $r$ the two logarithms have the series

$$
\ln(1+r)=r-\frac{r^2}{2}+\frac{r^3}{3}-\dots,\qquad
\ln(1-r)=-r-\frac{r^2}{2}-\frac{r^3}{3}-\dots
$$

The even powers cancel in the difference, and $L=2r+\tfrac23r^3+\dots$. To leading order

$$
\delta\simeq\frac{E_c}{2r}\qquad(r\ll1).
$$

The width is then much larger than the coercive field. Between $E=0$ and $E=E_c$ the argument of the hyperbolic tangent stays small, and the branch is nearly a straight line. Its slope is $P_s/(2\delta)\simeq rP_s/E_c=P_r/E_c$, which is the slope of the line joining $(0,-P_r)$ to $(E_c,0)$.

Near $r=1$, separate the part of $L$ that diverges:

$$
L=\ln\frac{2}{1-r}+\ln\frac{1+r}{2}.
$$

The second term tends to zero, so

$$
\delta\simeq\frac{E_c}{\ln[2/(1-r)]}\qquad(1-r\ll1).
$$

The width does go to zero, and the branch becomes a step at $E_c$, but the approach is logarithmic. Making $1-r$ ten times smaller adds just $\ln10\approx2.3$ to $E_c/\delta$.

For the errors, differentiate $L$:

$$
\frac{dL}{dr}=\frac{1}{1+r}+\frac{1}{1-r}=\frac{2}{1-r^2}.
$$

Since $\ln\delta=\ln E_c-\ln L$, small changes in the data give

$$
\frac{d\delta}{\delta}=\frac{dE_c}{E_c}-\frac{2}{(1-r^2)L}\,dr .
$$

A relative error in $E_c$ passes unchanged into $\delta$. An increase of $r$ lowers $\delta$, because a squarer loop is a narrower transition. In the numerical case the coefficient of $dr$ is

$$
-\frac{2}{0.36\times2.1972}=-2.528 ,
$$

so reading $r$ as 0.81 instead of 0.80 lowers $\delta$ by about 2.5 percent.

An error in the electrode area multiplies $P_r$ and $P_s$ by the same factor. It cancels in $r$ and leaves $\delta$ unaffected. An error in $P_s$ alone does not cancel, and for $r$ close to 1 it is strongly magnified, because $1-r^2$ stands in the denominator.

### (d) The slope and the switching peak

*What does $\delta$ say about the steepness of the branch? Find the slope at $E_c$ and the full width at half maximum of $dP_{\rm up}/dE$.*

**Solution.** Let $u=(E-E_c)/(2\delta)$. Since $d\tanh u/du=1/\cosh^2u$ and $du/dE=1/(2\delta)$,

$$
\frac{dP_{\rm up}}{dE}=\frac{P_s}{2\delta}\,\frac{1}{\cosh^2u}.
$$

The maximum lies at $u=0$, that is at $E=E_c$, and equals $P_s/(2\delta)$. In the example this is $60000/(2\times91.02)=329.6$.

The slope has fallen to half its maximum where $\cosh^2u=2$, or $\cosh u=\sqrt2$. With $z=e^u$ this reads

$$
z+\frac1z=2\sqrt2\;\Rightarrow\; z^2-2\sqrt2\,z+1=0\;\Rightarrow\; z=\sqrt2\pm1 .
$$

The two roots have product 1, so their logarithms are opposite: $u=\pm\ln(1+\sqrt2)$. The distance between the two fields is $2\delta$ times the difference of the two values of $u$:

$$
\Delta E_{1/2}=4\delta\ln(1+\sqrt2)\approx3.53\,\delta .
$$

For the example it is 320.9 statV/cm. The parameter $\delta$ is thus considerably smaller than the visible width of the switching peak. If the field is raised at a constant rate and the polarization follows this branch, the switching current density $dP/dt=(dP/dE)(dE/dt)$ has the same peak shape, and $\delta$ can be estimated from it.

This gives a way to judge the assumed shape. Inserting $\delta=E_c/(2\,\mathrm{artanh}\,r)$ in the maximum slope yields

$$
\frac{E_c}{P_s}\left.\frac{dP_{\rm up}}{dE}\right|_{E_c}=\frac{E_c}{2\delta}=\mathrm{artanh}\,r .
$$

The left side can be measured without knowing $\delta$. If it differs from $\mathrm{artanh}\,r$ by more than the errors of measurement, no single $\delta$ reproduces both the remanence and the steepness. The formula of part (a) then still makes the curve pass through the remanent point, but the curve has the wrong slope at $E_c$. Agreement, on the other hand, does not prove the shape. A branch shaped like an error function gives 1.02 for the left side at $r=0.8$, against $\mathrm{artanh}\,r=1.10$, and 0.538 against 0.549 at $r=0.5$.

### (e) The area of the loop

*Could $\delta$ be found from the energy lost in one cycle instead?*

**Solution.** In Gaussian units the work done on unit volume in a cycle is $\frac{1}{4\pi}\oint E\,dD$, with $D=E+4\pi P$. The part $\oint E\,dE$ vanishes, which leaves $W=\oint E\,dP$. Because $\oint d(EP)=0$ on a closed path, $W=-\oint P\,dE$. The field rises along $P_{\rm up}$ and returns along $P_{\rm down}$, so

$$
W=\int_{-\infty}^{\infty}\left[P_{\rm down}(E)-P_{\rm up}(E)\right]dE .
$$

The infinite limits are needed because the two branches meet only asymptotically. The gap between them closes exponentially, so its product with the field also vanishes in the limit.

Integrate from $-M$ to $M$, using $\int\tanh(E/2\delta)\,dE=2\delta\ln\cosh(E/2\delta)$. The integrand is even in $E$, and the lower limit contributes as much as the upper one:

$$
W=4\delta P_s\lim_{M\to\infty}\left[\ln\cosh\frac{M+E_c}{2\delta}-\ln\cosh\frac{M-E_c}{2\delta}\right].
$$

For large $v$, $\ln\cosh v\to v-\ln2$. The constants cancel, and the bracket tends to $2E_c/(2\delta)=E_c/\delta$. Hence

$$
W=4P_sE_c .
$$

The width has dropped out, so the loss of a saturated cycle cannot determine it. In the example $W=4\times60000\times200=4.8\times10^7$ erg/cm$^3$. A rectangular loop with the same $P_s$ and $E_c$ has the same area. The polarization in the formula is $P_s$, not $P_r$; using $P_r$ would give a loss too small by the factor $r$.

## Second half: hysterons and imperfect data

The rising branch is $P_{\rm up}(E)=P_s\tanh[(E-E_c)/(2\delta)]$ and the falling branch is $P_{\rm down}(E)=-P_{\rm up}(-E)$. Here $E_c$ is the coercive field, $P_s$ the asymptotic saturation polarization, $P_r$ the remanent polarization and $r=P_r/P_s$. The first half gave

$$
\delta=\frac{E_c}{\ln[(1+r)/(1-r)]}=\frac{E_c}{2\,\mathrm{artanh}\,r},
$$

the maximum slope $P_s/(2\delta)$ and the loop area $4P_sE_c$. The numerical case has $E_c=200$ statV/cm, $P_s=60000$ statC/cm$^2$, $P_r=48000$ statC/cm$^2$, and therefore $r=0.8$ and $\delta=91.02$ statV/cm.

### (f) The width as a spread of thresholds

*In a Preisach model the sample is a large collection of independent two-state elements, called hysterons. Each turns up when the rising field reaches its threshold $\alpha$, and down when the falling field reaches its threshold $\beta<\alpha$. All carry equal weight. Which distribution of $\alpha$ produces Miller's branch, and what does the remanence measure?*

**Solution.** Start from negative saturation, where every hysteron is down, and raise the field. At field $E$ the hysterons with $\alpha\le E$ are up and the others are still down. If $F(E)$ is the fraction with $\alpha\le E$, the polarization is

$$
P_{\rm up}=P_s\left[F-(1-F)\right]=P_s(2F-1).
$$

Setting this equal to $P_s\tanh u$, with $u=(E-E_c)/(2\delta)$, gives

$$
F=\frac{1+\tanh u}{2}=\frac{e^{u}}{e^{u}+e^{-u}}=\frac{1}{1+e^{-2u}}
=\frac{1}{1+e^{-(E-E_c)/\delta}} .
$$

This is the logistic distribution with centre $E_c$ and scale $\delta$. The width of Miller's branch is thus the scale of the spread in switching thresholds. The model does not explain why the thresholds should be logistic; it translates the assumed shape into an assumed distribution.

At zero field $F(0)=1/(1+e^{E_c/\delta})$. From part (a), $e^{E_c/\delta}=(1+r)/(1-r)$, and adding 1 gives $2/(1-r)$. Hence

$$
F(0)=\frac{1-r}{2}.
$$

In the example this fraction is 0.10. These hysterons have negative $\alpha$: they turn up before the field has returned to zero from the negative side. Each of them changes the polarization by twice its own share, so a tenth of the hysterons lowers the magnitude from $P_s$ to $0.8P_s$. In this model the shortfall of $P_r$ below $P_s$ counts the hysterons that do not keep their state at zero field.

The formula for $\delta$ can now be read as a statement about odds. At zero field the ratio of hysterons still down to those already up is

$$
\frac{1-F(0)}{F(0)}=\frac{1+r}{1-r}=e^{E_c/\delta},
$$

which is 9 to 1 in the example. The logarithm of these odds is the distance from zero field to the centre of the distribution, in units of $\delta$.

The same argument covers other shapes. Let $F(E)=\Phi[(E-E_c)/s]$, where $\Phi$ is a continuous, strictly increasing distribution function, symmetric about zero, and $s$ is its scale. Then $\Phi(-E_c/s)=(1-r)/2$, and by symmetry $\Phi(E_c/s)=(1+r)/2$, so

$$
s=\frac{E_c}{\Phi^{-1}[(1+r)/2]} .
$$

For the logistic case $\Phi^{-1}(p)=\ln[p/(1-p)]$, and with $p=(1+r)/2$ the earlier result returns. The particular logarithm $\ln[(1+r)/(1-r)]$ therefore belongs to the tanh shape. Another shape needs another function of $r$.

### (g) What the saturated loop leaves open

*Does a knowledge of $E_c$, $P_s$ and $\delta$ determine the response to smaller field cycles?*

**Solution.** It does not, and two collections of hysterons show this. Let $b$ be a random field with the logistic distribution of scale $\delta$ centred at zero.

In collection A every hysteron has

$$
\alpha=E_c+b,\qquad \beta=-E_c+b .
$$

All hysterons have the same width $\alpha-\beta=2E_c$, and each is shifted by its own bias $b$.

Collection B has the same $\alpha$ and the same $\beta$, except that for $|b|<E_c$ the lower threshold is replaced by

$$
\beta=-E_c-b .
$$

These central hysterons have $\beta=-\alpha$. They are unbiased, but their widths $2(E_c+b)$ differ. The widths are positive because $b>-E_c$ there, so $\beta<\alpha$ holds throughout.

Both collections have the same saturated loop. The rising branch depends on the distribution of $\alpha$, which is identical in the two. The falling branch depends on the distribution of $\beta$. Replacing $b$ by $-b$ inside the symmetric interval $|b|<E_c$ does not change that distribution, because $b$ and $-b$ are equally likely. In both collections $\beta$ is logistic with centre $-E_c$ and scale $\delta$. On the way down from positive saturation, the fraction still up at field $E$ is the fraction with $\beta<E$, and this gives $P_s\tanh[(E+E_c)/(2\delta)]$.

Now begin at negative saturation, raise the field to $E_c$, and then lower it to $-E_c$. At the turning point the hysterons with $b\le0$ are up. They are half of the total, and $P=0$.

On the way back, a hysteron of collection A turns down if $\beta\ge-E_c$, that is if $b\ge0$. Those that are up have $b\le0$, so none turns down apart from the vanishing fraction with $b=0$. The polarization stays at zero.

In collection B the hysterons that are up fall into two groups. Those with $-E_c<b<0$ have $\beta=-E_c+|b|>-E_c$, and all of them turn down. Those with $b\le-E_c$ have $\beta=-E_c+b\le-2E_c$, and they stay up. The second group has $\alpha=E_c+b\le0$, so its fraction is $F(0)=(1-r)/2$. Therefore

$$
P=P_s\left[2\,\frac{1-r}{2}-1\right]=-rP_s=-P_r .
$$

The same field history ends at $P=0$ in one collection and at $P=-P_r$ in the other.

A direct simulation shows both sides of this. It used 200000 hysterons per collection, with values of $b$ placed at evenly spaced quantiles of the logistic distribution, and each hysteron was switched according to its thresholds. After the path just described the polarization was $0.00\,P_s$ for A and $-0.80\,P_s$ for B. Yet when $E_c$ and $P_r$ were read by interpolation from the saturated loop of collection B, the formula for $\delta$ returned 91.02 statV/cm, the scale put in.

The width is thus a property of the saturated loop. Any rule for the inner loops is a further assumption, and it has to be tested on inner loops.

The hysterons also explain why the loop area does not contain $\delta$. A hysteron encloses a rectangle of width $\alpha-\beta$, and its polarization jumps by twice its share of $P_s$. The area of the whole loop is therefore $2P_s$ times the mean of $\alpha-\beta$. The mean of $\alpha$ is $E_c$ and that of $\beta$ is $-E_c$, so the area is $2P_s\times2E_c=4P_sE_c$. Spreading the thresholds symmetrically about their centres leaves these means unchanged. The symmetry is needed: the coercive field is the median of $\alpha$, while the area depends on the mean, so a loop with a skewed spread of thresholds need not have the area $4P_sE_c$.

### (h) A linear background left in the data

*Suppose that the measured polarization is $P_{\rm up}(E)+\chi E$, with a linear susceptibility $\chi>0$. The field $E_c'$ at which this total vanishes is read as the coercive field. What is the correct width in terms of $E_c'$?*

**Solution.** The background vanishes at $E=0$, so $P_r$ is unaffected. At zero field the total is $-P_r<0$, and at $E_c$ it is $\chi E_c>0$. It increases with $E$, so it has one zero, with $0<E_c'<E_c$. There

$$
P_s\tanh\!\left(\frac{E_c'-E_c}{2\delta}\right)=-\chi E_c' .
$$

Changing the sign of both sides and inverting the hyperbolic tangent gives

$$
E_c-E_c'=2\delta\,\mathrm{artanh}\!\left(\frac{\chi E_c'}{P_s}\right).
$$

The remanence condition gives $E_c=2\delta\,\mathrm{artanh}\,r$. Subtracting the first equation from the second removes the unknown $E_c$:

$$
\delta=\frac{E_c'}{2\left[\mathrm{artanh}\,r-\mathrm{artanh}(\chi E_c'/P_s)\right]} .
$$

The bracket is positive within the model. At $E_c'$ the branch has the value $-\chi E_c'$, which lies above its value $-P_r$ at zero field, and so $\chi E_c'<P_r$. For $\chi=0$ the formula returns to that of part (a).

Take $\chi=20$ in the example. A numerical root search for the zero of the total gives $E_c'=188.5$ statV/cm. Without correction the width would be $188.5/2.1972=85.8$ statV/cm, which is 5.7 percent below the true value. With the correction, $\chi E_c'/P_s=20\times188.5/60000=0.0628$, and

$$
\delta=\frac{188.5}{2\,(1.0986-0.0629)}=91.0\ \text{statV/cm}.
$$

The size of the shift can be estimated by hand. For small $\chi E_c'/P_s$ the inverse hyperbolic tangent equals its argument to leading order, so $E_c-E_c'\simeq2\delta\chi E_c'/P_s$. Relative to $E_c'$, the shift is $\chi$ divided by the maximum slope $P_s/(2\delta)$. Here that is $20/329.6=0.061$. If $\chi E_c\ll P_s$, the background can therefore be neglected in reading the coercive field when its slope is also small compared with that of the switching branch at its steepest point. A steep branch alone is not enough. With $\chi E_c=2P_s$ and a very small $\delta$, the total vanishes near $E_c/2$, where the background cancels $-P_s$.

The saturation value needs separate care, because the background contribution $\chi E$ grows with the field and can matter there even when the shift of the coercive field is negligible. At large field the total approaches the straight line $P_s+\chi E$. The slope of this line gives $\chi$, and its extrapolation back to $E=0$ gives $P_s$, provided that the line is taken where switching has practically ended. In the example the tangent at 600 statV/cm is still too steep: its slope is 35.9 instead of 20, and it meets the axis $E=0$ near 49000 statC/cm$^2$ instead of 60000. The total at the highest field is not $P_s$.

### (i) A maximum field that is too small

*The background has been removed and the sample has been brought to full negative saturation. The field is then raised, but only to $E_m$, and $P_m=P_{\rm up}(E_m)$ is taken for $P_s$. What happens to the width, and can the error be undone?*

**Solution.** Since $P_m<P_s$, the ratio $q=P_r/P_m$ is larger than $r$. The width decreases as the ratio increases, so using $q$ in place of $r$ makes $\delta$ too small as long as $q<1$. For $E_c<E_m\le2E_c$ the ratio $q$ is at least 1, and the formula gives no positive width at all.

Let $x=E_c/(2\delta)$ and $\kappa=E_m/E_c-1$. Then $(E_m-E_c)/(2\delta)=\kappa x$, and

$$
q=\frac{\tanh x}{\tanh\kappa x}.
$$

For $\kappa>1$, that is $E_m>2E_c$, this fixes $x$ uniquely. To see it, use $d\ln\tanh x/dx=1/(\sinh x\cosh x)=2/\sinh2x$, which gives

$$
x\,\frac{d\ln q}{dx}=\frac{2x}{\sinh2x}-\frac{2\kappa x}{\sinh2\kappa x}.
$$

The function $v/\sinh v$ decreases for $v>0$, because the series $\sinh v/v=1+v^2/6+\dots$ has positive coefficients. The right side is therefore positive, and $q$ rises steadily from $1/\kappa$ at $x\to0$ to 1 at $x\to\infty$. For any $q$ in this range $x$ can be found by a root search, and then $\delta=E_c/(2x)$. For $0<\kappa<1$ the right side is negative, $q$ falls steadily from $1/\kappa$ to 1, and the same search works. Only at $E_m=2E_c$, where $q=1$ for every $x$, is the width left undetermined.

When $E_m=3E_c$ no search is needed. Then $\kappa=2$, and with $\tanh x=r$ the double-argument formula reads $\tanh2x=2r/(1+r^2)$. Hence

$$
q=\frac{r(1+r^2)}{2r}=\frac{1+r^2}{2}\;\Rightarrow\; r=\sqrt{2q-1}.
$$

In the example $E_m=600$ statV/cm and

$$
P_m=60000\times\frac{1.6}{1.64}=58537\ \text{statC/cm}^2,\qquad q=\frac{48000}{58537}=0.820 .
$$

The polarization at $E_m$ is just 2.4 percent below saturation. The width computed with $q$ is nevertheless

$$
\frac{200}{\ln(1.82/0.18)}=86.4\ \text{statV/cm},
$$

which is 5.0 percent below the true value. The correction gives $r=\sqrt{0.64}=0.80$ and restores $\delta=91.0$ statV/cm.

How large must $E_m$ be for $P_m$ to be a good substitute for $P_s$? The relative shortfall of the polarization is

$$
1-\tanh\kappa x=\frac{2}{e^{2\kappa x}+1}<2e^{-(E_m-E_c)/\delta}.
$$

It is below a chosen small number $\eta$ if $E_m\ge E_c+\delta\ln(2/\eta)$. For $\eta=0.001$ the example requires $E_m$ of about $200+91\times7.6\approx892$ statV/cm, more than four times the coercive field.

The error in the width is not the same as $\eta$. A relative shortfall $\eta$ much smaller than $1-r$ raises the ratio by about $r\eta$, and by part (c) this lowers $\delta$ by the relative amount $2r\eta/\{(1-r^2)\ln[(1+r)/(1-r)]\}$. In the example this is about $2\eta$, but the factor grows without bound as $r\to1$. For a nearly rectangular loop $\eta$ must therefore be chosen much smaller than the error allowed in $\delta$. This does not call for a larger field, because $\delta/E_c$ shrinks at the same time. An error of 1 percent in $\delta$ needs $E_m\approx3.7E_c$ at $r=0.8$ and $E_m\approx2.6E_c$ at $r=0.99$.

The preparation by a larger negative field ensures that the measured curve is the saturated rising branch. If the sample is merely cycled between $-E_m$ and $E_m$, some hysterons never switch, and the measured curve is an inner loop. Its remanence need not be the $P_r$ of the saturated branch: for collection A of part (g) and $E_m=250$ statV/cm it is $0.27P_s$ instead of $0.80P_s$. For $E_m\ge2E_c$ collections A and B give the same cycled loop, with remanence $P_r$, because the hysterons that stay up have $\alpha<0$ in both. A pairing in which some hysterons have both $\alpha>E_m$ and $\beta<-E_m$ changes the remanence even then. The inner loop thus depends on how the thresholds are paired, which $\delta$ does not tell.
